Image-charge shift of a Fang-Howard subband at the silicon-oxide interface

**Problem**

An electron layer is held in silicon, z > 0, against a thick oxide that fills z < 0. The relative permittivities are κs in silicon and κox in the oxide. The sheet density of the layer is Ns, and that of the fixed charge in the depletion region behind it is Nd. The electron mass normal to the interface is m. The ground subband is described by the Fang-Howard function

ψ(z) = (b³/2)^(1/2) z exp(−bz/2), z > 0.

(a) Find the potential energy of an electron due to the interface charge that it induces.

(b) Find b by minimizing the Hartree energy per electron without this image term.

(c) Find the first-order image shift of the subband at fixed Hartree potential, and determine how its sign depends on the permittivities.

(d) Evaluate it for κs = 11.7, κox = 3.9, m = 0.92 electron masses, Ns = 10¹² cm⁻², Nd = 10¹¹ cm⁻², an oxide of 1000 Å and a temperature of 4.2 K. How does the shift change if the charge relaxes, or if a metal gate is close?

The algebra uses atomic units, in which ħ, the elementary charge, the electron mass and 4πε₀ are 1. The interface is sharp and carries no free charge, the permittivities are static, the oxide is an infinite wall, and one subband is occupied. The depletion region is much thicker than the electron layer, so its field is constant across the layer.

**Solution**

**(a) The image energy**

The energy is quadratic in the charge, so a unit positive charge at distance z₀ from the interface may replace the electron. Silicon screens its field by 1/κs. At lateral distance ρ, the normal component of this source field on the interface is

E = −z₀ / [κs(ρ² + z₀²)^(3/2)].

The interface acquires a bound charge density σ. Near a plane sheet, its own normal field is +2πσ on the silicon side and −2πσ on the oxide side. With no free charge there, permittivity times normal field is continuous:

κs(E + 2πσ) = κox(E − 2πσ).

Collecting the terms in σ gives 2πσ(κs + κox) = −(κs − κox)E, and therefore

σ = (κs − κox) z₀ / [2πκs(κs + κox)(ρ² + z₀²)^(3/2)].

For κs > κox the induced charge has the same sign as the source. Each medium puts bound charge on its own face of the interface. For a common normal displacement D these charges have opposite signs and magnitudes (1 − 1/κ)|D|/4π. The silicon face carries the sign of the source and has the larger magnitude, so it prevails.

The normal force on the source is the sum over rings of interface charge:

F(z₀) = ∫₀^∞ 2πρ σ z₀/(ρ² + z₀²)^(3/2) dρ
= (κs − κox)z₀²/[κs(κs + κox)] ∫₀^∞ ρ dρ/(ρ² + z₀²)³.

The last integral is 1/(4z₀⁴). Hence

F(z₀) = g₀/z₀², g₀ = (κs − κox)/[4κs(κs + κox)].

The potential energy is the work done against this force in bringing the charge from far away:

V(z) = ∫_z^∞ g₀/z'² dz' = g₀/z.

This is half the product of the charge and the induced potential at its final position, because the induced charge grows during the approach.

**(b) The width of the layer**

Since ∫₀^∞ z² exp(−bz) dz = 2/b³, ψ is normalized. Its mean distance from the interface is

⟨z⟩ = (b³/2)(6/b⁴) = 3/b.

For the kinetic energy, ψ' = (b³/2)^(1/2)(1 − bz/2)exp(−bz/2), so

T = (1/2m)(b³/2)∫₀^∞ (1 − bz + b²z²/4)exp(−bz) dz
= (1/2m)(b³/2)[1/b − 1/b + 1/(2b)] = b²/(8m).

The field vanishes in the neutral silicon beyond the depletion region. By Gauss's law, the field at a point in the layer is therefore fixed by the charge per unit area that lies deeper in the silicon. The depletion charge thus contributes a force 4πNd/κs on each electron, directed towards the interface. This total includes the field of the balancing positive charge on the far side of the oxide. With the potential energy set to zero at z = 0, its mean is

⟨V_d⟩ = (4πNd/κs)(3/b).

In the same way, the other electrons contribute a force 4πNs/κs times the fraction P(z) of the layer beyond z. With x = bz,

P(z) = ∫_z^∞ ψ² dz' = exp(−x)(1 + x + x²/2).

Their potential energy is V_e(z) = (4πNs/κs)∫₀^z P(z')dz'. Exchanging the order of integration in its mean gives a second factor P:

⟨V_e⟩ = (4πNs/κs)∫₀^∞ P² dz
= [4πNs/(κs b)]∫₀^∞ exp(−2x)(1 + 2x + 2x² + x³ + x⁴/4)dx.

Using ∫₀^∞ xⁿ exp(−2x)dx = n!/2ⁿ⁺¹, the integral is 1/2 + 1/2 + 1/2 + 3/8 + 3/16 = 33/16.

The energy per electron contains half of ⟨V_e⟩, because each pair is counted once:

ε(b) = b²/(8m) + A/b,

A = (4π/κs)(3Nd + 33Ns/32) = 12πN*/κs, N* = Nd + 11Ns/32.

Setting dε/db = b/(4m) − A/b² to zero gives b³ = 4mA, or

b³ = 48πmN*/κs.

The second derivative at this point, 1/(4m) + 2A/b³ = 3/(4m), is positive, so this is a minimum.

**(c) The first-order shift and its sign**

The Hartree potential comes from laterally uniform charge and does not contain the energy of an electron in the field of its own induced charge. That term is the perturbation V = g₀/z. Its mean requires

⟨1/z⟩ = (b³/2)∫₀^∞ z exp(−bz)dz = (b³/2)(1/b²) = b/2.

The first-order shift, evaluated with the trial function, is therefore

ΔE = g₀b/2 = b(κs − κox)/[8κs(κs + κox)].

All factors except κs − κox are positive. Silicon has the larger permittivity, so ΔE > 0: the induced charge repels the electron and raises its energy. The sign does not depend on the Fang-Howard form, since ⟨1/z⟩ is positive for any state confined to z > 0.

Equal permittivities give zero. An insulator with κox > κs gives a negative shift, and the limit κox → ∞ gives −b/(8κs), the attraction to a metal surface. At fixed permittivities the shift grows as (mN*)^(1/3), because a narrower layer lies closer to the interface.

**(d) Numbers**

The effective density is

N* = (1 + 11 × 10/32) × 10¹¹ cm⁻² = 4.4375 × 10¹¹ cm⁻².

In ordinary length units the formula for b³ acquires a factor 1/a₀, where a₀ = 0.5292 Å is the Bohr radius. Since 1 cm⁻² is 10⁻¹⁶ Å⁻²,

b³ = 48π × 0.92 × 4.4375 × 10⁻⁵/(11.7 × 0.5292) Å⁻³ = 9.94 × 10⁻⁴ Å⁻³,

b = 0.0998 Å⁻¹, ⟨z⟩ = 3/b = 30.1 Å (3.01 nm).

The atomic unit of energy times length is 14.40 eV Å, so

g₀ = 14.40 × 7.8/(4 × 11.7 × 15.6) eV Å = 0.1538 eV Å,

ΔE = 0.1538 × 0.0998/2 eV = 0.00768 eV (7.68 meV).

For comparison, the subband edge without the image term is T + ⟨V_d⟩ + ⟨V_e⟩ = 0.0103 + 0.0047 + 0.0320 = 0.0469 eV above the potential at the interface, to rounding. The image shift is about 16 percent of this.

**Relaxation of the charge.** Multiply the image term by a strength λ, so that the energy per electron becomes ε(b) + λg₀b/2. Because ε is stationary in b, its first-order change is λΔE even when b adjusts. The subband edge behaves differently. It contains the whole of ⟨V_e⟩, and so exceeds the energy per electron by

B/b, B = 12π(11Ns/32)/κs.

The new minimum is displaced by δb = −(λg₀/2)/[3/(4m)] = −2mλg₀/3. The first-order change of the edge is then

λg₀b/2 − (B/b²)δb = (λg₀b/2)[1 + 4mB/(3b³)].

With b³ = 4mA, the second term in the bracket is B/(3A) = 11Ns/(96N*). At full strength,

ΔE_relaxed = ΔE[1 + 11Ns/(96N*)] = 0.00768 × 1.258 eV = 0.00966 eV.

The image force moves the layer outwards, and each electron then has more electrostatic energy relative to the interface. The value 0.00768 eV thus belongs to a fixed Hartree potential, and 0.00966 eV to first-order relaxation within the Fang-Howard family.

The terms beyond first order can be sized by solving the Schrödinger and Poisson equations self-consistently on a finite-difference grid, with one occupied subband. In the resulting fixed Hartree potential, the mean image energy is 0.0074 eV and the full shift is 0.0067 eV. The higher orders lower the first-order value by about 10 percent. When the charge also relaxes, the full shift is 0.0089 eV.

**A metal gate.** Let a metal lie behind an oxide of thickness t. For lateral wave number k, the potential in silicon is proportional to exp(−k|z − z₀|) + R exp(−k(z + z₀)). In the oxide it is proportional to sinh k(z + t), which vanishes on the metal. Continuity of the potential and of permittivity times normal field at z = 0 requires

κs(1 − R) = κox coth(kt)(1 + R),

R(k) = [κs tanh(kt) − κox]/[κs tanh(kt) + κox].

The induced potential at the source is ∫(k dk/2π)(2π/κs k)R exp(−2kz). Half of it is the energy:

V(z) = (1/2κs)∫₀^∞ R(k)exp(−2kz)dk.

With ⟨exp(−2kz)⟩ = [b/(b + 2k)]³, the shift becomes

ΔE(t) = (1/2κs)∫₀^∞ R(k)[b/(b + 2k)]³dk.

For t → ∞, R = (κs − κox)/(κs + κox) and the remaining integral is b/4, which returns the result of part (c). For t → 0, R = −1 and the shift is −b/(8κs). Numerical integration at the same b gives 0.0074 eV for t = 1000 Å, and zero for t close to 21.5 Å. Below that thickness the attraction to the metal outweighs the repulsion by the dielectric interface, although κs still exceeds κox. The positive sign therefore requires a distant gate as well as the larger permittivity of silicon. Like the shift in part (c), this estimate leaves out screening by the other electrons in the layer, so both are unscreened values.

**The model beside a real transistor**

The parameters are rough values for a lightly doped silicon transistor with a thick oxide. Transistors in modern logic circuits have much thinner gate insulators, often containing a material of high permittivity, and both changes can reverse the image term. For example, a thick insulator with κox = 22 gives −0.0047 eV at the same b. The one-subband assumption suits 4.2 K: the Fermi energy, πNs/(2 × 0.19) in atomic units for two valleys of in-plane mass 0.19, is 0.0063 eV, while the next levels of the numerical Hartree potential lie about 0.014 eV above the ground level. The image term narrows this gap to about 0.010 eV at fixed Hartree potential and to about 0.012 eV when the charge relaxes, which is still enough. At 300 K, Fermi-Dirac filling of the levels in the 4.2 K Hartree potential without the image term puts roughly nine tenths of the electrons in other subbands. When the potential, still without the image term, is made self-consistent at 300 K, the fraction is closer to three quarters, and the mean image energy of the ground level is about 0.0088 eV instead of 0.0074 eV. The 4.2 K value therefore does not hold at 300 K.

Two properties of the interface also matter. The first 5 Å supply 9 percent of ⟨1/z⟩, and there a sharp boundary between two continuous dielectrics is least secure. Replacing the infinite wall by a barrier of 3.1 eV, with mass 0.50 in the oxide, lowers the numerical level by 0.0008 eV when the Hartree potential is held fixed and the image term is omitted.

Unscreened exchange is larger than the image shift. At the bottom of the subband, its value is

Σ = −(1/κs)∫₀^kF F(q)dq, kF = (πNs)^(1/2),

where F(q) is the average of exp(−q|z − z'|) + [(κs − κox)/(κs + κox)]exp(−q(z + z')) over the densities ψ²(z) and ψ²(z'). Numerical integration gives −0.026 eV, with correlation left out. Screening by the layer, which is part of correlation, strongly reduces the exchange term itself but adds a negative Coulomb-hole term. With static random-phase screening within the ground subband these are about −0.001 eV and −0.023 eV, so their sum stays near the unscreened value. The sum of the image shift and the unscreened exchange energy is about −0.018 eV. The positive sign found in part (c) therefore belongs to the image term and need not be the sign of the total correction to the Hartree subband, which also contains correlation.

All numerical values are calculated from the stated model.
